\section*{Short-range screened hybrids: better solid gaps, unrepaired H2+ dissociation and potential tails}

\section{Definitions and conventions}

Hartree atomic units are used, with the main results also in eV. The Coulomb interaction is split into a short-range (SR) and a long-range (LR) part,
\begin{equation}
\frac1r=\frac{\operatorname{erfc}(\omega r)}{r}+\frac{\operatorname{erf}(\omega r)}{r}.
\end{equation}
A short-range screened hybrid replaces a fraction $a$ of the SR semilocal exchange by SR exact exchange:
\begin{equation}
E_{xc}=E_{xc}^{\rm sl}+a\left(E_x^{\rm SR,exact}-E_x^{\rm SR,sl}\right).
\label{hyb}
\end{equation}
The LR exchange stays semilocal. The numbers below use $a=0.25$ and $\omega=0.11$ bohr$^{-1}$, the values of HSE06. The exception is LC-$\omega$PBE, which has full LR and no SR exact exchange and is used with its own $\omega=0.4$ bohr$^{-1}$.

The central quantity is the two-centre integral between densities $n=e^{-2r}/\pi$ at distance $R$. The Fourier transform of $n$ is $(1+q^2/4)^{-2}$ and that of the LR kernel is $4\pi e^{-q^2/4\omega^2}/q^2$. The angular integration over $\mathbf q$ gives
\begin{equation}
J_{\rm LR}(R)=\frac2\pi\int_0^\infty\! dq\,\frac{\sin qR}{qR}\,\frac{e^{-q^2/4\omega^2}}{(1+q^2/4)^4},\qquad J_{\rm SR}=J-J_{\rm LR},
\end{equation}
where $J$ is the same integral without the Gaussian. Three limits are needed.
\begin{itemize}
\item With $q=2x$, $J(0)=\frac4\pi\int_0^\infty dx\,(1+x^2)^{-4}=\frac4\pi\cdot\frac{5\pi}{32}=\frac58$.
\item At large $R$, Gauss's law gives $J(R)=1/R$ up to exponentially small penetration terms.
\item For small $\omega$ the density factor is near 1 wherever the Gaussian is not small, so $J_{\rm LR}(0)\approx2\omega/\sqrt\pi$.
\end{itemize}
$J_{\rm SR}(R)$ falls faster than any power of $1/R$, because the densities and the erfc kernel all do. At 20 bohr $J=0.050$, but $J_{\rm SR}=1.2\times10^{-4}$ hartree.

\section{Stretched H$_2^+$: the tail}

In the symmetric state at large $R$ the overlap is negligible and $n=(n_A+n_B)/2$. The Hartree energy is
\begin{equation}
U=\tfrac12\cdot\tfrac14\left[J(0)+J(0)+2J(R)\right]=\tfrac14J(0)+\tfrac14J(R).
\end{equation}
Each half electron is attracted by the other nucleus with energy $-1/(2R)$. The two terms sum to $-1/R$ and cancel the nuclear repulsion $+1/R$. Semilocal exchange and correlation are sums over two separated fragments and do not depend on $R$.

For one electron, exact exchange cancels the Hartree energy. Its SR part is therefore $-\frac14[J_{\rm SR}(0)+J_{\rm SR}(R)]$. With fractions $a$ of SR and $b$ of LR exact exchange, the $R$-dependent energy is
\begin{equation}
\Delta E(R)=\tfrac14\left[J(R)-aJ_{\rm SR}(R)-bJ_{\rm LR}(R)\right]\;\longrightarrow\;\frac{1-b}{4R}.
\label{tail}
\end{equation}
At $b=0$ this is the spurious repulsion $(1/2)^2/R$ of two half-charged fragments. The SR fraction $a$ drops out of the tail. A global hybrid has $b=a$ and removes a quarter of it; full LR exchange removes it all. The limit holds for $R\gg1/\omega\approx9$ bohr. At shorter separations the screened hybrid removes the share $J_{\rm SR}/J$ of what the global one removes: 13\% at 10 bohr and 22\% at 8 bohr, where the orbital overlap reaches 0.01. As long as the fragments do not overlap, it stays closer to the semilocal functional than to the global hybrid.

Self-consistent, symmetry-restricted cc-pVTZ energies at 20 and 30 bohr give the coefficient $C$ of $C/R$ and the extrapolated error of the dissociation limit, relative to the H atom with the same functional:
\begin{center}
\begin{tabular}{lrr}
Method & $C$ & Limit error (eV)\\
PBE & $0.2500$ & $-2.90$\\
PBE0 & $0.1874$ & $-2.14$\\
HSE06 & $0.2495$ & $-2.34$\\
LC-$\omega$PBE & $-0.0003$ & $-0.66$\\
Hartree--Fock & $-0.0003$ & $0.00$
\end{tabular}
\end{center}
The last digit of $C$ depends on the basis, because polarization of the fragments adds a term in $R^{-4}$ that cc-pVTZ describes only in part. With aug-cc-pVTZ the column reads $0.2499$, $0.1873$, $0.2495$, $-0.0006$ and $-0.0007$; the last value is that expected from $-\alpha/2R^4$ with $\alpha=4.5$. The limit errors move by at most 0.003 eV in a large basis. The small deficit of HSE06 relative to PBE follows from Eq.~(\ref{tail}). The residual SR term at 20 bohr is $0.25\times1.19\times10^{-4}/4=7.5\times10^{-6}$ hartree. Divided by $1/20-1/30=1/60$, it lowers $C$ by $0.0004$ to $0.0005$.

\section{Stretched H$_2^+$: the limit}

The tail and the wrong limit are separate errors, as LC-$\omega$PBE shows: it has no tail but keeps a limit error. To see what SR exchange does to the limit, take spin-polarized LSDA exchange, no correlation, and unrelaxed densities. Let $S[n]=U[n]+E_x[n]$, which should vanish for one electron. The one-body energy of two half atoms equals that of one atom, so the limit error is
\begin{equation}
D=2S[n_A/2]-S[n_A].
\end{equation}
The Hartree part is $2\cdot\frac14\cdot\frac5{16}-\frac5{16}=-\frac5{32}$. The LSDA exchange energy is
\begin{equation}
E_x[n_A]=-\frac34\left(\frac6\pi\right)^{1/3}\!\int n_A^{4/3}\,d^3r=-\frac{81}{256}\left(\frac6{\pi^2}\right)^{1/3},
\end{equation}
since $\int n_A^{4/3}d^3r=\pi^{-4/3}\,8\pi/(8/3)^3=\frac{27}{64}\pi^{-1/3}$. It scales as the power $4/3$ of the charge, so $2E_x[n_A/2]=2^{-1/3}E_x[n_A]$ and
\begin{equation}
D=-\frac5{32}+\left(1-2^{-1/3}\right)\frac{81}{256}\left(\frac6{\pi^2}\right)^{1/3}=-0.101\ \text{hartree}.
\end{equation}

Equation (\ref{hyb}) changes $S$ to $S-aS_{\rm SR}$. With $D=D_{\rm SR}+D_{\rm LR}$,
\begin{equation}
D_{\rm hyb}=D-aD_{\rm SR}=(1-a)D+aD_{\rm LR}.
\label{dh}
\end{equation}

To estimate $D_{\rm LR}$, the LR exchange of the electron gas is needed. The exchange energy is an integral over momentum transfer $q$ of the interaction times the overlap of two Fermi spheres displaced by $q$. With $x=q/2k_F$ and $k_F=(6\pi^2n)^{1/3}$ the overlap fraction is $1-\frac32x+\frac12x^3$, whose integral from 0 to 1 is $3/8$. The factor $q^2$ of the volume element cancels the $1/q^2$ of the interaction, so the SR share of the exchange energy is
\begin{equation}
F=\frac83\int_0^1dx\left(1-e^{-x^2k_F^2/\omega^2}\right)\left(1-\tfrac32x+\tfrac12x^3\right).
\label{F}
\end{equation}
For $k_F\gg\omega$ the Gaussian confines $x$ to small values and $1-F\approx\frac83\cdot\frac{\sqrt\pi\,\omega}{2k_F}$. Multiplied by the full exchange energy density $-3k_Fn/4\pi$, this gives $-\omega n/\sqrt\pi$. LR LSDA exchange is thus nearly linear in the charge $N$, whereas the LR Hartree energy is $N^2J_{\rm LR}(0)/2\approx\omega N^2/\sqrt\pi$. Hence
\begin{equation}
S_{\rm LR}\approx\frac{\omega}{\sqrt\pi}(N^2-N),\qquad D_{\rm LR}\approx2\cdot\frac{\omega}{\sqrt\pi}\left(-\frac14\right)=-\frac{\omega}{2\sqrt\pi}.
\end{equation}
The estimate is $-0.031$ hartree; numerical integration gives $-0.029$. Equation (\ref{dh}) then yields $0.75\times(-0.1010)+0.25\times(-0.0286)=-0.083$ hartree, or 82\% of the LSDA error. The self-consistent HSE06 error is 81\% of the PBE error. The agreement is in the trend, since the functionals and densities differ.

\section{The potential outside a finite system}

With a single occupied orbital, the exact exchange operator acts on that orbital as a multiplicative potential equal to minus the Hartree potential, which tends to $-1/r$. Its SR part is $-v_{\rm SR}$, with
\begin{equation}
v_{\rm SR}(r)=\int n(r')\,\frac{\operatorname{erfc}(\omega|\mathbf r-\mathbf r'|)}{|\mathbf r-\mathbf r'|}\,d^3r'.
\end{equation}
While the erfc factor varies little across the density, $v_{\rm SR}\approx\operatorname{erfc}(\omega r)/r$, a Gaussian type of decay. At 10 bohr this gives 0.0120 against the computed 0.0124 hartree.

The final decay is exponential. Write the density as $n=\kappa^3e^{-\kappa r}/8\pi$, with $\kappa=2$ here. Away from the origin $e^{-\kappa r}/r$ solves $\nabla^2Y=\kappa^2Y$, so its average over a sphere of radius $s<r$ around the field point is $(e^{-\kappa r}/r)\sinh(\kappa s)/(\kappa s)$. Integrating this average over the kernel gives the factor
\begin{equation}
G(\kappa)=\int_0^\infty\!4\pi s\operatorname{erfc}(\omega s)\frac{\sinh\kappa s}{\kappa s}\,ds=\frac{4\pi}{\kappa^2}\left(e^{\kappa^2/4\omega^2}-1\right),
\end{equation}
which is the Fourier transform of the SR kernel continued to $q=i\kappa$. Since $e^{-\kappa r}=-\partial_\kappa(e^{-\kappa r}/r)$,
\begin{equation}
v_{\rm SR}\to\frac{\kappa^3}{8\pi}\left(-\frac{\partial}{\partial\kappa}\right)\frac{e^{-\kappa r}G}{r}=\frac{\kappa^3}{8\pi}e^{-\kappa r}\left(G-\frac{G'}{r}\right).
\end{equation}
Spheres with $s>r$ must not matter. The integrand behaves as $e^{\kappa s-\omega^2s^2}$ and peaks at $s=\kappa/2\omega^2$, so $r$ must exceed this value by several $1/\omega$. For $\omega=0.11$ the peak lies at 83 bohr. The law was therefore tested at $\omega=0.5$ and 12 bohr, where it holds.

The semilocal part takes over earlier. The LSDA exchange potential is $-(6n/\pi)^{1/3}=-(6/\pi^2)^{1/3}e^{-2r/3}$. At low density Eq.~(\ref{F}) gives $F\to k_F^2/9\omega^2$. The SR LSDA energy density is then proportional to $n^2$ and its potential to $n$, which is negligible beside $n^{1/3}$. The outermost potential is therefore the LSDA one with coefficient 1, not $1-a$. At 20 bohr the hybrid potential is $-2.8\times10^{-5}$ hartree, still mostly SR exact exchange, where the exact value is $-0.050$. At 60 bohr it equals the LSDA potential to within 0.01\%. This asymptotic form is shown for LSDA; a gradient-corrected potential needs its own analysis.

\section{A chain model for the gap of a solid}

Consider chains in a bulk crystal, with equivalent sites A and B, alternating bonds, and hoppings $t_1>t_2>0$ that represent the semilocal bands. Site functions are orthogonal, and products of different site functions are neglected in the interaction. With $H_{AB}(k)=-f(k)$ and $f=t_1+t_2e^{-ik}$, the bands are $\pm|f|$ and the semilocal gap, at $k=\pi$, is $2(t_1-t_2)$. The filled band has amplitudes $(1,f^*/|f|)/\sqrt2$, so per spin
\begin{equation}
\rho_{AA}=\frac12,\qquad \rho_{AB}(m)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,e^{-ikm}\,\frac{f(k)}{2|f(k)|},
\end{equation}
where $m$ counts cells.

In this basis exact exchange with kernel $v$ adds $-a\rho_{ij}v(R_{ij})$ to $H_{ij}$. On-site terms are equal for A and B and shift both bands together. The removed SR semilocal exchange is a local potential. Its matrix elements between different sites are neglected as well, so only equal on-site terms remain and it also shifts both bands together. In general a local potential can change the hoppings and thus the gap. What remains changes $f$ to $f+a\sum_m\rho_{AB}(m)v(R_m)e^{ikm}$. At $k=\pi$, for fixed density matrix,
\begin{equation}
\Delta E_g=a\sum_mw_mv(R_m),\qquad w_m=2(-1)^m\rho_{AB}(m),\qquad \sum_mw_m=\frac{f(\pi)}{|f(\pi)|}=1.
\label{gap}
\end{equation}
Direct diagonalization confirms the sum. The weight of the weak bond is negative, because strengthening that bond closes the gap.

Take bonds of 4 and 5 bohr, $t_1=0.06$ and $t_2=0.04$ hartree, and the two-centre integrals above. The semilocal gap is $0.040$ hartree (1.09 eV). The two nearest bonds give
\begin{equation}
0.25\,(0.877\times0.1334-0.356\times0.0891)=0.0213\ \text{hartree},
\end{equation}
out of a total SR opening of $0.02155$ hartree (0.59 eV). The global hybrid opens the gap by 1.17 eV. The difference of 0.58 eV is $a\sum_mw_mJ_{\rm LR}(R_m)$. If $J_{\rm LR}$ kept the value $2\omega/\sqrt\pi$ over all contributing bonds, it would be $2a\omega/\sqrt\pi=0.84$ eV.

How much opening is needed depends on screening. As reference, take static screened exchange plus a Coulomb hole. In the same approximation the Coulomb hole, also a local potential, shifts both bands equally, so the missing gap is $S_W=\sum_mw_mW(R_m)$, with the model interaction
\begin{equation}
W(R)=J(R)\left[\frac1\varepsilon+\left(1-\frac1\varepsilon\right)e^{-\lambda R}\right],\qquad\lambda=0.6\ \text{bohr}^{-1}.
\end{equation}
This reference leaves out dynamical screening and is not exact. Relative to it the semilocal error is $-S_W$ and the hybrid error is $\Delta E_g-S_W$. The hybrid is better if and only if $0<\Delta E_g<2S_W$. The errors in eV are:
\begin{center}
\begin{tabular}{rrrrr}
$\varepsilon$ & $S_W$ & Semilocal & SR hybrid & Global hybrid\\
2 & 2.55 & $-2.55$ & $-1.97$ & $-1.39$\\
12 & 0.79 & $-0.79$ & $-0.21$ & $+0.37$\\
100 & 0.48 & $-0.48$ & $+0.10$ & $+0.68$
\end{tabular}
\end{center}
For this $\lambda$, the LR part of the global hybrid is largely an excess at strong screening; at $\varepsilon=2$ it is wanted, and the SR hybrid falls well short. The value of $\lambda$ is illustrative, and the ranking at strong screening depends on it. With $\varepsilon=12$ and $\lambda=0.45$ the global hybrid is the better one, with an error of $+0.07$ against $-0.51$ eV. With $\varepsilon=100$ and $\lambda=0.8$ the SR hybrid overshoots by 0.34 eV, more than the semilocal error of 0.25 eV. Crystals with inequivalent sites have additional one-centre contributions, which this model omits.

\section{What to do about it}

The gap at strong screening and the H$_2^+$ tail differ in the LR exact exchange they need. In the model interaction the required fraction $W/J$ is about $1/\varepsilon$ at distances where $(\varepsilon-1)e^{-\lambda R}\ll1$: small in a polarizable solid, 1 in vacuum. The SR hybrid sets the LR fraction to zero. At such distances that is a fair approximation in the first case and a complete omission in the second. The error of the H$_2^+$ limit is different: in the frozen-density estimate, $(1-a)D_{\rm SR}=-0.054$ of the remaining $-0.083$ hartree is short-range and would survive full LR exchange.

For stretched radical cations, and wherever the $-1/r$ potential matters, use full LR exact exchange. Raising $a$ in a screened hybrid leaves $C=1/4$ unchanged. Full LR exchange alone does not guarantee the limit: LC-$\omega$PBE still errs by $-0.66$ eV at $\omega=0.4$ bohr$^{-1}$, and by $-2.08$ eV if $\omega$ is lowered to 0.11 bohr$^{-1}$.

For bulk gaps, a screened hybrid can suit strongly screening solids, but in the chain its success with fixed $a$ and $\omega$ depends on how quickly screening sets in with distance. When screening is weak, add an LR fraction $b=1/\varepsilon$, the value that $W/J$ approaches at large $R$. In the chain this adds $(b/a)\times0.58$ eV to the opening:
\begin{itemize}
\item For $\varepsilon=12$ the opening becomes $0.59+0.19=0.78$ eV, against 0.79 eV needed. Agreement this close depends on the chosen parameters.
\item For $\varepsilon=2$ it becomes $0.59+1.16=1.75$ eV, against 2.55 eV. This is better than either hybrid in the table but still too small, because $a=0.25$ is also too low at short range.
\end{itemize}
A value of $b$ fitted to a bulk solid does not carry over to an isolated molecule: by Eq.~(\ref{tail}), $b=1/12$ would leave 92\% of the H$_2^+$ tail.

\section*{Table of computed values}
\begin{verbatim}
mixing a = 0.25 ; omega = 0.11 1/bohr
Two-centre integrals (hartree): R/bohr, J, J_SR, J_LR
     0 0.625000 5.038e-01 0.121247
     4 0.247554 1.334e-01 0.114174
     5 0.199569 8.905e-02 0.110522
    10 0.100000 1.287e-02 0.087133
    20 0.050000 1.193e-04 0.049881
J_SR(4) by real-space integration: 0.133380 hartree
Frozen-density LSDA-exchange limit error of H2+ (hartree)
  D -0.10095, D_SR -0.07231, D_LR -0.02864
  estimate of D_LR -0.03103; SR hybrid -0.08288
H2+, SCF, cc-pVTZ, R = 20 and 30 bohr
  method: tail coefficient C of C/R; limit error/hartree, eV
  PBE      0.2500 -0.10656 -2.900
  PBE0     0.1874 -0.07861 -2.139
  HSE06    0.2495 -0.08610 -2.343
  HSE06 E(20)-E(30): SCF 0.004159, integrals 0.004159 hartree
  LC-wPBE  -0.0003 -0.02424 -0.660
  HF       -0.0003 0.00001 0.000
  HSE06/PBE limit error ratio 0.808
Exchange potentials, 1s density (hartree)
  r/bohr, exact, SR exact part, -erfc/r, LSDA, SR hybrid
    5 -0.19995 -8.837e-02 -8.734e-02 -3.022e-02 -5.150e-02
   10 -0.10000 -1.242e-02 -1.198e-02 -1.078e-03 -4.184e-03
   20 -0.05000 -1.057e-04 -9.314e-05 -1.372e-06 -2.781e-05
   40 -0.02500 -2.060e-11 -1.223e-11 -2.222e-12 -7.373e-12
   60 -0.01667 -6.789e-22 -1.702e-22 -3.599e-18 -3.599e-18
  SR hybrid/LSDA at 60 bohr: 1.00005
  crossover kappa/(2 omega^2): 82.6 bohr
  far law test, omega 0.5, r 12: ratio 1.0000000
Chain: bonds 4.0 5.0 bohr; hoppings 0.06 0.04 hartree
  screening lambda 0.6 1/bohr; cells 100
  semilocal gap 0.04000 hartree = 1.088 eV
  weight at R = 4 bohr: 0.8773
  weight at R = 5 bohr: -0.3559
  weight at R = 13 bohr: 0.2713
  gap openings (hartree, eV)
  SR hybrid      0.02155 0.586
  global hybrid  0.04288 1.167
  full exchange  0.17151 4.667
  global minus SR 0.580 eV; a*2*omega/sqrt(pi) 0.844 eV
  eps: missing gap; errors semilocal, SR, global, full (eV)
     2: 2.554; -2.554 -1.967 -1.387 +2.114
    12: 0.792; -0.792 -0.206 +0.374 +3.875
   100: 0.482; -0.482 +0.104 +0.684 +4.185
\end{verbatim}
